# Short-range expansion of the Casimir-Polder potential between two neutral atoms: a program that tests the result

```python
# Result under test (atomic units, al = fine-structure constant = 1/c):
#   V_CP(R) = -(1/(pi R^6)) int_0^inf a_A(iw) a_B(iw) K(al w R) dw,
#   K(x) = exp(-2x)(3+6x+5x^2+2x^3+x^4),  a(iw) = sum_n f_n/(w_n^2+w^2)
#   V_CP = -C6/R^6 + al^2 W4/R^4 - 7 al^3 N_A N_B/(6 pi R^3) + al^4 W2/R^2 + ...
#   W4 = (1/pi) int w^2 a_A a_B dw = (1/2) sum f_n f_m/(w_n+w_m), N = sum f_n,
# and al^2 W4/R^4 equals the cross term of the Breit-Pauli orbit-orbit operator
#   -(al^2/2R)(delta+nn):P_A P_B with the dipole operator (delta-3nn):r_A r_B/R^3.
# f_n, w_n: oscillator strengths, excitation energies; n: unit vector along R.
import numpy as np, sympy as sp, mpmath as mp
from scipy.special import roots_laguerre, eval_laguerre, eval_genlaguerre
from scipy.constants import physical_constants as pc, fine_structure as al
from pyscf import gto

# ---------- symbolic: retarded tensor and kernel ----------
X, Y, Z, k, R_, x = sp.symbols('X Y Z k R x', positive=True)
r = sp.sqrt(X**2 + Y**2 + Z**2)
q = (X, Y, Z)
g = sp.exp(-k*r)/r
T = sp.Matrix(3, 3, lambda a, b: k**2*g*int(a == b) - sp.diff(g, q[a], q[b]))
Ksym = sp.exp(-2*x)*(3 + 6*x + 5*x**2 + 2*x**3 + x**4)
Tax = T.subs({X: 0, Y: 0}).subs(Z, R_)
assert sp.simplify((Tax*Tax).trace() - 2*Ksym.subs(x, k*R_)/R_**6) == 0
Tp = T.subs({X: 1, Y: 2, Z: 2})          # r = 3, off every axis
nv = sp.Matrix([1, 2, 2])/3
coef = [sp.simplify(Tp.diff(k, j).subs(k, 0)/sp.factorial(j)) if j else
        sp.simplify(Tp.subs(k, 0)) for j in range(4)]
E3 = sp.eye(3)
assert coef[0] == (E3 - 3*nv*nv.T)/27
assert coef[1] == sp.zeros(3)
assert coef[2] == (E3 + nv*nv.T)/6
assert coef[3] == -sp.Rational(2, 3)*E3
ser = sp.series(Ksym, x, 0, 6).removeO()
kc = [ser.coeff(x, j) for j in range(6)]
assert kc == [3, 0, -1, 0, 1, sp.Rational(-22, 15)]
print("Taylor coefficients of K, x^0..x^5:", kc)
print("(delta+nn):(delta-3nn) =", ((E3 + nv*nv.T)*(E3 - 3*nv*nv.T)).trace())
mp.mp.dps = 30
h = lambda t: (mp.exp(-2*t)*(3 + 6*t + 5*t**2 + 2*t**3 + t**4) - 3 + t**2)/t**4
I3 = mp.quad(h, [0, 1], method='gauss-legendre') + mp.quad(h, [1, 5, 20, mp.inf])
assert abs(I3 - mp.mpf(7)/6) < 1e-8
print("int (K-3+x^2)/x^4 dx = %.10f" % float(I3))

# ---------- frequency quadrature (trapezoid in ln w) ----------
ds = 0.05
wg = np.exp(np.arange(-40, 40 + ds/2, ds))
ww = wg*ds
pol = lambda f, w: (f[None, :]/(w[None, :]**2 + wg[:, None]**2)).sum(1)
K = lambda t: np.exp(-2*t)*(3 + 6*t + 5*t**2 + 2*t**3 + t**4)
C6quad = lambda a, b: 3/np.pi*np.sum(ww*a*b)
W4quad = lambda a, b: np.sum(ww*wg**2*a*b)/np.pi
Vcp = lambda a, b, R: -np.sum(ww*a*b*K(al*wg*R))/np.pi/R**6
nh = np.array([1., 2., 2.])/3
Tdd = np.eye(3) - 3*np.outer(nh, nh)
Too = np.eye(3) + np.outer(nh, nh)

# ---------- two unlike Drude oscillators, exact normal modes ----------
fA, wA, fB, wB, Rd, eta = 1.5, 0.8, 0.7, 1.3, 10.0, 1e-3   # eta plays the role of al^2
def zero_point(e):
    qq, I, O = np.sqrt(fA*fB), np.eye(3), np.zeros((6, 6))
    Mx = np.block([[wA**2*I, qq*Tdd/Rd**3], [qq*Tdd/Rd**3, wB**2*I]])
    Mp = np.block([[I, -e*qq*Too/(2*Rd)], [-e*qq*Too/(2*Rd), I]])
    ev = np.linalg.eigvals(np.block([[O, Mp], [-Mx, O]]))
    return 0.25*np.abs(ev.imag).sum() - 1.5*(wA + wB)
aA, aB = pol(np.array([fA]), np.array([wA])), pol(np.array([fB]), np.array([wB]))
c6d = -zero_point(0.0)*Rd**6
w4d = (zero_point(eta) - zero_point(-eta))/(2*eta)*Rd**4
assert abs(c6d/C6quad(aA, aB) - 1) < 1e-4
assert abs(w4d/W4quad(aA, aB) - 1) < 1e-4
print("Drude fA,wA,fB,wB = %.1f %.1f %.1f %.1f au, R = %.0f bohr" % (fA, wA, fB, wB, Rd))
print("Drude C6 modes/integral = %.6f %.6f au" % (c6d, C6quad(aA, aB)))
print("Drude W4 modes/integral = %.6f %.6f au" % (w4d, W4quad(aA, aB)))

# ---------- helium, perimetric Laguerre (Hylleraas-type) basis ----------
zeta = 1.8
def geig(H, S):
    s, U = np.linalg.eigh(S)
    keep = s > 1e-13*s[-1]
    Xo = U[:, keep]/np.sqrt(s[keep])
    e, c = np.linalg.eigh(Xo.T @ H @ Xo)
    return e, Xo @ c

def helium(Om):
    nq = Om + 4                      # exact for the polynomial integrands
    t, wt = roots_laguerre(nq)
    L = np.array([eval_laguerre(j, t) for j in range(Om + 1)])
    dL = np.array([(-eval_genlaguerre(j - 1, 1, t) if j else 0*t)
                   for j in range(Om + 1)]) - L/2
    I, J, M = [a.ravel() for a in np.meshgrid(*[np.arange(nq)]*3, indexing='ij')]
    idx = [(a, b, c) for a in range(Om + 1) for b in range(Om + 1 - a)
           for c in range(Om + 1 - a - b)]
    pos = {v: i for i, v in enumerate(idx)}
    perm = np.array([pos[(b, a, c)] for a, b, c in idx])   # electron exchange
    l, m, n = np.array(idx).T
    u, v, w = t[I]/zeta, t[J]/zeta, t[M]/(2*zeta)
    r1, r2, r12 = (v + w)/2, (u + w)/2, (u + v)/2
    sw = np.sqrt(wt[I]*wt[J]*wt[M]*r1*r2*r12)[:, None]
    A, B, C = L[l][:, I].T, L[m][:, J].T, L[n][:, M].T*sw
    F = A*B*C
    du = zeta*dL[l][:, I].T*B*C
    dv = zeta*A*dL[m][:, J].T*C
    dw = 2*zeta*A*B*dL[n][:, M].T*sw
    d1, d2, d12 = -du + dv + dw, du - dv + dw, du + dv - dw
    ct = np.clip((r1**2 + r2**2 - r12**2)/(2*r1*r2), -1, 1)
    st = np.sqrt(1 - ct**2)
    x2, z2 = r2*st, r2*ct            # electron 1 on the z axis, electron 2 in xz
    ex, ez = -x2/r12, (r1 - z2)/r12
    c_ = lambda a: a[:, None]
    g1x, g1z = d12*c_(ex), d1 + d12*c_(ez)
    g2x, g2z = d2*c_(st) - d12*c_(ex), d2*c_(ct) - d12*c_(ez)
    V = c_(-2/r1 - 2/r2 + 1/r12)
    TS = 0.5*sum(a.T @ a for a in (g1x, g1z, g2x, g2z))
    e, c = geig(TS + F.T @ (V*F), F.T @ F)
    E0, c0 = e[0], c[:, 0]
    T0 = c0 @ TS @ c0
    psi, p1, p2 = F @ c0, d1 @ c0, d2 @ c0
    G = F[:, perm]                   # P function: r1_vec F + r2_vec G
    Px, Pz = c_(x2)*G, c_(r1)*F + c_(z2)*G
    gr = (F + c_(x2)*g1x[:, perm], c_(x2)*g1z[:, perm],
          c_(r1)*g1x + c_(z2)*g1x[:, perm], F + c_(r1)*g1z + c_(z2)*g1z[:, perm], F)
    HP = (sum(a.T @ a for a in gr) + Px.T @ (V*Px) + Pz.T @ (V*Pz))/3
    eP, cP = geig(HP, (Px.T @ Px + Pz.T @ Pz)/3)
    zn = cP.T @ (Px.T @ (x2*psi) + Pz.T @ ((r1 + z2)*psi))/3      # <n|Z|0>
    Dn = cP.T @ (Px.T @ (p2*st) + Pz.T @ (p1 + p2*ct))/3          # <n|d/dZ|0>
    return E0, T0, eP - E0, zn, Dn

print("He basis exponent = %.2f 1/bohr; columns E0/Eh, a(0), C6, W4 (au)" % zeta)
hist = []
for Om in (8, 10, 12):
    E0, T0, w, zn, Dn = helium(Om)
    f = 2*w*zn**2
    a = pol(f, w)
    hist.append((E0, (f/w**2).sum(), C6quad(a, a), W4quad(a, a)))
    print("degree %2d, %3d P states: %.8f %.6f %.6f %.6f" % ((Om, len(w)) + hist[-1]))
E0, a0, C6, W4 = hist[-1]
N = f.sum()
assert hist[0][0] > hist[1][0] > hist[2][0]
assert abs(hist[2][3] - hist[1][3]) < 1e-4
assert abs(T0 + E0) < 1e-4 and abs(N - 2) < 5e-4
ws = w[:, None] + w[None, :]
ff = np.outer(f, f)
W4sum = 0.5*(ff/ws).sum()
C6sum = 1.5*(ff/(ws*np.outer(w, w))).sum()
W2 = 0.5*(ff*(ws**2 - np.outer(w, w))/ws).sum()
assert abs(W4sum/W4 - 1) < 1e-9 and abs(C6sum/C6 - 1) < 1e-9
# Breit-Pauli cross term from true momentum elements <0|P|n> = i Dn
p0n = 1j*Dn
W4bp = (-2*(-0.5)*np.sum(Too*Tdd)*(np.outer(p0n*zn, p0n*zn)/ws).sum()).real
assert abs(W4bp/W4 - 1) < 5e-4       # equal only up to basis incompleteness
print("kinetic energy = %.7f Eh, TRK sum N = %.6f" % (T0, N))
print("lowest P pseudostate: w = %.5f Eh, f = %.5f" % (w[0], f[0]))
print("W4 double sum = %.6f au" % W4sum)
print("W4 orbit-orbit (momentum form) = %.6f au" % W4bp)
print("alpha = %.10f, alpha^2 = %.6e" % (al, al**2))
print("alpha^2 W4 = %.5e Eh bohr^4" % (al**2*W4))
A3 = 7*N**2/(6*np.pi)
print("7N^2/(6 pi) = %.5f au, W2 = %.3f au" % (A3, W2))

# ---------- coefficients extracted from the full retarded integral ----------
Rs = 0.1                              # mathematical limit, not a physical distance
y = (Vcp(a, a, Rs) + C6/Rs**6)*Rs**4/al**2
s3 = (W4 - y)/(al*Rs)
s2 = (y - W4 + A3*al*Rs)/(al*Rs)**2
assert abs(y/W4 - 1) < 5e-3 and abs(s3/A3 - 1) < 1e-2
assert abs(s2/W2 - 1) < 0.15          # next term is (al R) ln(al R), a few per cent
print("from V_CP at R=%.1f bohr: W4~%.5f, R^-3 coef~%.4f, W2~%.3f au" % (Rs, y, s3, s2))
Rl = 1e5
far = Vcp(a, a, Rl)*Rl**7
assert abs(far/(-23*a0**2/(4*np.pi*al)) - 1) < 1e-4
print("R^7 V_CP at 1e5 bohr = %.3f au; -23a0^2/(4 pi al) = %.3f au"
      % (far, -23*a0**2/(4*np.pi*al)))

# ---------- independent check: full CI in an even-tempered Gaussian basis ----------
bas = ([[0, [0.05*2.5**j, 1.0]] for j in range(11)] +
       [[1, [0.08*2.4**j, 1.0]] for j in range(7)] +
       [[2, [0.25*2.6**j, 1.0]] for j in range(3)])
mol = gto.M(atom='He 0 0 0', basis={'He': bas}, verbose=0)
s, U = np.linalg.eigh(mol.intor('int1e_ovlp'))
Co = U/np.sqrt(s)
no = len(s)
h1 = Co.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ Co
zm = Co.T @ mol.intor('int1e_r')[2] @ Co
eri = mol.intor('int2e')
for _ in range(4):
    eri = np.tensordot(eri, Co, axes=(0, 0))
Id = np.eye(no)
H4 = (eri.transpose(0, 2, 1, 3) + np.einsum('pr,qs->pqrs', h1, Id)
      + np.einsum('pr,qs->pqrs', Id, h1))
p, qq = np.triu_indices(no)
nrm = 1/np.sqrt(2*(1 + (p == qq)))
Hp = H4[p, qq]
e, c = np.linalg.eigh(2*(Hp[:, p, qq] + Hp[:, qq, p])*np.outer(nrm, nrm))
C0 = np.zeros((no, no))
np.add.at(C0, (p, qq), c[:, 0]*nrm)
np.add.at(C0, (qq, p), c[:, 0]*nrm)
ZC = zm @ C0 + C0 @ zm.T
zc = (c.T @ ((ZC[p, qq] + ZC[qq, p])*nrm))[1:]
wc = e[1:] - e[0]
ac = pol(2*wc*zc**2, wc)
assert 0 < e[0] - E0 < 4e-3
assert abs(W4quad(ac, ac)/W4 - 1) < 1e-2 and abs(C6quad(ac, ac)/C6 - 1) < 1e-2
print("FCI 11s7p3d: E0 = %.5f Eh, C6 = %.4f au, W4 = %.4f au"
      % (e[0], C6quad(ac, ac), W4quad(ac, ac)))

# ---------- worked example ----------
print("R/bohr, al R; then in Eh: -C6/R^6, W4 term, R^-3 term, W2 term")
for R in (6.0, 10.0, 30.0, 100.0):
    t4, t3, t2 = al**2*W4/R**4, -A3*al**3/R**3, al**4*W2/R**2
    ex = Vcp(a, a, R) + C6/R**6
    print("%5.0f %.4f: %.4e %.4e %.4e %.4e" % (R, al*R, -C6/R**6, t4, t3, t2))
    print("   exact V_CP+C6/R^6 = %.4e Eh, three-term sum = %.4e Eh" % (ex, t4 + t3 + t2))
    print("   exact/W4 term = %.4f, exact minus W4 term = %.4e Eh" % (ex/t4, ex - t4))
    if R == 6.0:
        assert abs((t4 + t3 + t2)/ex - 1) < 0.03 and ex < t4
EK = pc['hartree-kelvin relationship'][0]
print("1 Eh = %.2f K; W4 term at 6 bohr = %.3f mK" % (EK, al**2*W4/6**4*EK*1e3))
print("W4 term / |C6 term| at 6 bohr = %.3e" % (al**2*W4*36/C6))
print("all tests passed")
```

Printed output:

```
Taylor coefficients of K, x^0..x^5: [3, 0, -1, 0, 1, -22/15]
(delta+nn):(delta-3nn) = -2
int (K-3+x^2)/x^4 dx = 1.1666666667
Drude fA,wA,fB,wB = 1.5 0.8 0.7 1.3 au, R = 10 bohr
Drude C6 modes/integral = 0.721154 0.721154 au
Drude W4 modes/integral = 0.250000 0.250000 au
He basis exponent = 1.80 1/bohr; columns E0/Eh, a(0), C6, W4 (au)
degree  8, 165 P states: -2.90372373 1.383196 1.460984 0.663311
degree 10, 286 P states: -2.90372420 1.383193 1.460979 0.663310
degree 12, 455 P states: -2.90372432 1.383192 1.460978 0.663310
kinetic energy = 2.9037239 Eh, TRK sum N = 2.000000
lowest P pseudostate: w = 0.77994 Eh, f = 0.27746
W4 double sum = 0.663310 au
W4 orbit-orbit (momentum form) = 0.663309 au
alpha = 0.0072973526, alpha^2 = 5.325135e-05
alpha^2 W4 = 3.53221e-05 Eh bohr^4
7N^2/(6 pi) = 1.48545 au, W2 = 6.602 au
from V_CP at R=0.1 bohr: W4~0.66223, R^-3 coef~1.4807, W2~6.457 au
R^7 V_CP at 1e5 bohr = -479.858 au; -23a0^2/(4 pi al) = -479.864 au
FCI 11s7p3d: E0 = -2.90214 Eh, C6 = 1.4636 au, W4 = 0.6642 au
R/bohr, al R; then in Eh: -C6/R^6, W4 term, R^-3 term, W2 term
    6 0.0438: -3.1314e-05 2.7255e-08 -2.6724e-09 5.2003e-10
   exact V_CP+C6/R^6 = 2.4934e-08 Eh, three-term sum = 2.5102e-08 Eh
   exact/W4 term = 0.9149, exact minus W4 term = -2.3204e-09 Eh
   10 0.0730: -1.4610e-06 3.5322e-09 -5.7724e-10 1.8721e-10
   exact V_CP+C6/R^6 = 3.0657e-09 Eh, three-term sum = 3.1422e-09 Eh
   exact/W4 term = 0.8679, exact minus W4 term = -4.6648e-10 Eh
   30 0.2189: -2.0041e-09 4.3608e-11 -2.1379e-11 2.0801e-11
   exact V_CP+C6/R^6 = 3.0344e-11 Eh, three-term sum = 4.3030e-11 Eh
   exact/W4 term = 0.6958, exact minus W4 term = -1.3264e-11 Eh
  100 0.7297: -1.4610e-12 3.5322e-13 -5.7724e-13 1.8721e-12
   exact V_CP+C6/R^6 = 1.4284e-13 Eh, three-term sum = 1.6481e-12 Eh
   exact/W4 term = 0.4044, exact minus W4 term = -2.1038e-13 Eh
1 Eh = 315775.02 K; W4 term at 6 bohr = 8.606 mK
W4 term / |C6 term| at 6 bohr = 8.704e-04
all tests passed
```
